# Singlet-Triplet Gap from Broken-Symmetry Energies, Tested on Stretched Hydrogen

## Two electrons that barely overlap

Put one electron in orbital $a$ on the left atom with spin up, and one in orbital $b$ on the right atom with spin down. Let the orbitals be orthogonal. The spin function $\alpha(1)\beta(2)$ is half singlet and half triplet, so this state's energy is the average

$$E_{BS}=\tfrac12(E_S+E_T),\qquad\text{hence}\qquad E_T-E_S=2(E_T-E_{BS}).$$

Two determinants, one of which is not a spin eigenstate, thus give the energy of a singlet that no single determinant with these two orbitals can represent. With exactly orthogonal orbitals the triplet would be the lower state, by twice the exchange integral of $a$ and $b$; in this wave function the singlet can fall below it only through overlap. A very small overlap is enough, and it hardly changes the weights. For H$_2$ at 8 bohr the squared overlap is 0.00013 and $E_T-E_{BS}=0.0151$ mEh, so the estimated gap is 0.0302 mEh.

When the overlap is larger, the weights are no longer close to one half each. Yamaguchi's formula reads the weights from $\langle S^2\rangle$.

## Conventions and the formula

The vertical gap is $\Delta=E_T-E_S$ at fixed nuclei, positive when the singlet is lower. The Hamiltonian is nonrelativistic and spin-free, and orbitals are real. The two radical spins are described by

$$H_{spin}=-2J\,\mathbf S_1\cdot\mathbf S_2 .$$

Since $S^2=S_1^2+S_2^2+2\mathbf S_1\cdot\mathbf S_2$ and each $S_i^2=3/4$, we have $2\mathbf S_1\cdot\mathbf S_2=S^2-3/2$, and therefore

$$H_{spin}=-J\left(S^2-\tfrac32\right).$$

With $S^2=2$ for the triplet and 0 for the singlet, $\Delta=-2J$. A negative $J$ means a singlet ground state.

In this model the energy of any state is linear in its $\langle S^2\rangle$. Subtracting the triplet energy from that of the broken-symmetry (BS) state gives $E_{BS}-E_T=-J(\langle S^2\rangle_{BS}-\langle S^2\rangle_T)$, or

$$J=\frac{E_{BS}-E_T}{\langle S^2\rangle_T-\langle S^2\rangle_{BS}} .$$

The assumption is that the BS state mixes one singlet and one triplet, and that the separately computed $E_T$ belongs to that triplet.

## What the determinant contains

Let $s=\langle a|b\rangle$. The BS determinant is

$$\Phi=\tfrac1{\sqrt2}\left[a(1)b(2)\,\alpha\beta-b(1)a(2)\,\beta\alpha\right].$$

Define $\chi_T=(\alpha\beta+\beta\alpha)/\sqrt2$ and $\chi_S=(\alpha\beta-\beta\alpha)/\sqrt2$. Then $\alpha\beta=(\chi_T+\chi_S)/\sqrt2$ and $\beta\alpha=(\chi_T-\chi_S)/\sqrt2$. Insertion gives

$$\Phi=\tfrac12\left[(ab+ba)\chi_S+(ab-ba)\chi_T\right].$$

The squared norm of $ab\pm ba$ is $2\pm2s^2$. The singlet weight is thus $(1+s^2)/2$, and the triplet weight is

$$c=\frac{1-s^2}{2},\qquad \langle S^2\rangle_{BS}=0\cdot(1-c)+2c=1-s^2 .$$

The Hamiltonian does not act on spin, and $\chi_S$ and $\chi_T$ are orthogonal, so no cross term survives:

$$E_{BS}=(1-c)E_{PS}+cE_T'.$$

Here $E_{PS}$ is the energy of the normalized singlet part (the projected singlet), and $E_T'$ that of the triplet part. With $\langle S^2\rangle_T=2$, Yamaguchi's gap is

$$\Delta_Y=\frac{2(E_T-E_{BS})}{2-\langle S^2\rangle_{BS}}=\frac{2(E_T-E_{BS})}{1+s^2}.$$

For $s=0$ this is the opening result. For $s^2=1$ both electrons share one orbital, the determinant is a pure singlet, and the formula returns the plain difference $E_T-E_{BS}$.

## The error, term by term

Take $E_T$ from the high-spin Hartree-Fock determinant. From the energy decomposition,

$$E_T-E_{BS}=(1-c)(E_T-E_{PS})-c(E_T'-E_T).$$

Since $2-\langle S^2\rangle_{BS}=2(1-c)$, dividing by $1-c$ gives

$$\Delta_Y=E_T-E_{PS}-\frac{c}{1-c}(E_T'-E_T).$$

Full configuration interaction (FCI) gives the lowest energies in the chosen basis, with $\Delta_{FCI}=E_T^{FCI}-E_S^{FCI}$. Subtracting,

$$\Delta_{FCI}-\Delta_Y=A-B+C,$$

$$A=E_{PS}-E_S^{FCI},\quad B=E_T-E_T^{FCI},\quad C=\frac{c}{1-c}(E_T'-E_T).$$

$A$ is what the projected singlet lacks: correlation, and also the gain from orbitals that would minimize $E_{PS}$ instead of $E_{BS}$. $B$ is the correlation missing from the triplet. $C$ arises because $a$ and $b$ were optimized for the BS state and not for the triplet. All three are non-negative: $E_{PS}$ and $E_T$ are expectation values in trial states of the right spin, and $E_T'$ is the energy of a triplet determinant while $E_T$ is the lowest such energy, provided that the triplet calculation has found its global minimum. This argument does not fix the sign of $A-B+C$, and so it does not make $\Delta_Y$ a bound.

A minimal basis is the exception. Two spatial functions have one antisymmetric product, so all triplet energies coincide, $B=C=0$, and $\Delta_Y\le\Delta_{FCI}$. In STO-3G at 4 bohr the values are 16.430 and 16.447 mEh, a shortfall of 0.1% of the FCI gap. It remains because the orbitals minimize $E_{BS}$ and not $E_{PS}$. The error of 14% found below at the same distance, in a larger basis, is thus almost absent in the minimal one.

## The scheme

For two electrons of opposite spin the energy of the determinant is

$$E(a,b)=\langle a|h|a\rangle+\langle b|h|b\rangle+(aa|bb)+E_{nuc},$$

where $h$ is the one-electron Hamiltonian, $E_{nuc}$ the nuclear repulsion and $(pq|rs)$ a repulsion integral in charge-density order. There is no exchange between opposite spins. At fixed $b$ the part that depends on $a$ is $\langle a|h+J[b]|a\rangle$, with $J[b]$ the Coulomb potential of the density $b^2$. Its minimum over normalized $a$ is the lowest eigenvector. Alternating the two updates can therefore never raise the energy.

```
input: distance R, basis
build h and the repulsion integrals in an orthonormal basis
a, b = lowest orbital of h within the functions of atom 1, atom 2
repeat
    a = lowest eigenvector of h + J[b]
    b = lowest eigenvector of h + J[a]
until a and b stop changing (signs aligned)
E_BS = <a|h|a> + <b|h|b> + (aa|bb) + E_nuc
S2   = max(0, 1 - <a|b>^2)
D    = projector on span(a, b) of the start
repeat
    F = h + J[D] - K[D]
    D = damped update from the two lowest eigenvectors of F
until D stops changing
E_T  = energy of the triplet determinant
if S2 < 1e-6: report "no broken symmetry"
gap  = 2 (E_T - E_BS) / (2 - S2)
```

$K$ is the exchange matrix, needed because the triplet's electrons have equal spins. The clamp on $S2$ is there because rounding can make $1-s^2$ slightly negative; this happens, for instance, at 1.4 bohr.

The FCI reference uses the products $\phi_i(1)\phi_j(2)$, with

$$H_{ij,kl}=h_{ik}\delta_{jl}+\delta_{ik}h_{jl}+(ik|jl).$$

Symmetric combinations are singlets and antisymmetric ones are triplets, so each block is diagonalized separately. This matters at large $R$, where the two lowest energies nearly coincide.

**Cost.** With $n$ basis functions and stored integrals, a Coulomb build takes of order $n^4$ operations and a diagonalization $n^3$. The FCI blocks have dimensions $n(n+1)/2$ and $n(n-1)/2$, and dense diagonalization scales as $n^6$. For $n=46$ the dimensions are 1081 and 1035.

**More electrons.** The alternating update belongs to the two-electron case; a larger pair needs an ordinary unrestricted calculation from a localized start. Its $\langle S^2\rangle$ follows from $S^2=S_-S_++S_z(S_z+1)$. Let $\alpha_p$ and $\beta_p$ remove an electron of spin up or down from orthonormal spatial function $p$. Then $S_+=\sum_q\alpha_q^\dagger\beta_q$, and for a determinant with density matrices $P^\alpha$ and $P^\beta$,

$$\langle S_-S_+\rangle=\sum_{pq}\langle\beta_p^\dagger\beta_q\rangle\langle\alpha_p\alpha_q^\dagger\rangle=N_\beta-\mathrm{tr}(P^\alpha P^\beta).$$

For the H$_2$ BS state, $S_z=0$, $N_\beta=1$ and the trace is $s^2$, which recovers $1-s^2$. In larger systems the BS determinant can also contain spins above the triplet. The two-state decomposition then no longer holds, and the formula only reads the gap from the slope of a straight line in $\langle S^2\rangle$ through the triplet and BS energies.

## Where broken symmetry begins

Close to equilibrium the localized start may relax to $a=b=g$, the restricted Hartree-Fock (RHF) orbital. To find where this solution becomes unstable, displace the orbitals in opposite directions along a normalized virtual orbital $v$:

$$a=\cos\kappa\,g+\sin\kappa\,v,\qquad b=\cos\kappa\,g-\sin\kappa\,v .$$

In the one-electron energy the terms in $h_{gv}$ cancel, leaving $2\cos^2\kappa\,h_{gg}+2\sin^2\kappa\,h_{vv}$. The densities are $a^2=P+Q$ and $b^2=P-Q$, with $P=\cos^2\kappa\,g^2+\sin^2\kappa\,v^2$ and $Q=2\sin\kappa\cos\kappa\,gv$. Their repulsion is $(P|P)-(Q|Q)$. To second order in $\kappa$,

$$(P|P)\approx(1-2\kappa^2)(gg|gg)+2\kappa^2(gg|vv),\qquad (Q|Q)\approx4\kappa^2(gv|gv).$$

Collecting terms,

$$E-E_{RHF}\approx2\kappa^2\left[h_{vv}-h_{gg}-(gg|gg)+(gg|vv)-2(gv|gv)\right].$$

The RHF orbital energies are $\varepsilon_g=h_{gg}+(gg|gg)$ and, for the Fock operator's expectation value in $v$, $\varepsilon_v=h_{vv}+2(gg|vv)-(gv|gv)$. Eliminating $h_{gg}$ and $h_{vv}$ turns the bracket into

$$\varepsilon_v-\varepsilon_g-(gg|vv)-(gv|gv).$$

For a general $v=\sum_a v_a\phi_a$ this is $\mathbf v^TM\mathbf v$, with

$$M_{ab}=(\varepsilon_a-\varepsilon_g)\delta_{ab}-(gg|ab)-(ga|gb).$$

When the lowest eigenvalue $\lambda$ of $M$ passes through zero, RHF becomes unstable towards localization. This is the Coulson-Fischer distance, here 2.299 bohr. Solving for the BS state 0.2 bohr below it gives $\langle S^2\rangle=0$, and 0.2 bohr above it 0.276.

Two numerical consequences follow.

First, the alternating iteration slows down near the onset. At $\lambda=0$ the quadratic energy has a flat direction. A displacement along it already satisfies both minimum conditions, so the linearized updates leave it unchanged and its error does not decay. A generous iteration limit is needed there.

Second, $\Delta_Y(R)$ has a kink. Add a quartic term, $E-E_{RHF}=2\lambda\kappa^2+q\kappa^4$ with $q>0$. Its minimum for $\lambda<0$ is at $\kappa^2=-\lambda/q$, where the energy lowering is $\lambda^2/q$. The overlap is $s=\cos2\kappa$, so $\langle S^2\rangle=\sin^22\kappa\approx4\kappa^2$. If $\lambda$ crosses zero linearly in $R$, the energy departs quadratically but $\langle S^2\rangle$ linearly. The denominator of $\Delta_Y$ therefore changes slope abruptly. Forces or fitted curves taken from $\Delta_Y$ near the onset inherit this defect.

## Worked case: 5 bohr

The basis is aug-cc-pVTZ. The overlap is $|s|=0.12158$, so $\langle S^2\rangle_{BS}=1-0.01478=0.98522$. The energies are $E_{BS}=-1.0001307$ Eh and $E_T=-0.9979264$ Eh, which differ by 2.2043 mEh. Then

$$J=-\frac{2.2043}{2-0.98522}=-2.172\ \text{mEh},\qquad \Delta_Y=4.34\ \text{mEh}=118\ \text{meV}.$$

FCI in the same basis gives 5.04 mEh, or 137 meV. Yamaguchi's value is lower by 0.69 mEh, which is 14% of the FCI gap.

The three terms locate the error. From $E_{PS}=-1.0023940$ and $E_S^{FCI}=-1.0033271$ Eh, $A=0.933$ mEh. From $E_T^{FCI}=-0.9982884$ Eh, $B=0.362$ mEh. With $c=0.49261$ and $E_T'=-0.9977995$ Eh, $C=0.971\times0.127=0.123$ mEh. The sum $0.933-0.362+0.123=0.694$ mEh accounts for the difference. Most of it is $A-B$, the amount by which the projected singlet falls short of FCI more than the triplet does. This combines missing correlation with orbitals not optimized for the projected singlet, two effects that are not separated here. A smaller part is $C$, the orbital mismatch of the triplet part.

## The scan

Gaps in mEh, same basis throughout:

| $R$/bohr | $\langle S^2\rangle_{BS}$ | $2(E_T-E_{BS})$ | $\Delta_Y$ | $\Delta_{FCI}$ |
|---|---|---|---|---|
| 1.4 | 0 | 710.5 | 355.3 | 389.2 |
| 3 | 0.673 | 94.4 | 71.1 | 84.8 |
| 4 | 0.931 | 20.9 | 19.5 | 22.8 |
| 5 | 0.985 | 4.41 | 4.34 | 5.04 |
| 6 | 0.997 | 0.881 | 0.878 | 1.006 |
| 8 | 1.000 | 0.0302 | 0.0302 | 0.0344 |

At 1.4 bohr there is no broken symmetry, and $\Delta_Y$ is the uncorrected Hartree-Fock gap. The doubled difference, which assumes zero overlap, is too large there by 83%.

At the tabulated distances from 3 to 8 bohr, $\Delta_Y$ is 84% to 88% of the FCI gap. The absolute error shrinks quickly, but so does the gap, and the relative error remains above 12% at 8 bohr. A value of $\langle S^2\rangle_{BS}$ close to 1 thus shows that the two orbitals hardly overlap, not that the gap is accurate.

At 3, 4, 5 and 6 bohr the doubled difference is closer to FCI than Yamaguchi's value. This does not make its spin weights better. It exceeds $\Delta_Y$ by the factor $1+s^2$, and since $\Delta_Y$ is too small here, the wrong weight offsets part of that error. At 3 bohr it already overshoots.

## Why both states need the same treatment

At long range, what the projected singlet and the triplet determinant both lack is dispersion. For atoms on the $z$ axis the dipole interaction is $V=(x_1x_2+y_1y_2-2z_1z_2)/R^3$. Second-order perturbation theory sums $-|V|^2/(\omega_k+\omega_l)$ over simultaneous excitations of both atoms, with excitation energies $\omega$. For spherical atoms the three directions contribute equally except for their squared coefficients, $1+1+4=6$, so the energy is $-C_6/R^6$ with

$$C_6=6\sum_{kl}\frac{z_k^2z_l^2}{\omega_k+\omega_l},$$

where $z_k$ is the transition dipole. The atomic states of the same basis give $C_6=6.51$ Eh bohr$^6$. At 12 bohr, $A$ and $B$ are both 1.08 times $C_6/R^6$; the excess comes from higher multipoles. The same second-order sum with the full Coulomb interaction between the atoms gives 1.08 times $C_6/R^6$, with 0.078 from p-d (dipole-quadrupole) excitations. These values depend on the basis: with the s, p and d functions of aug-cc-pVQZ, $C_6=6.50$ and the second-order ratio is 1.11.

This common part cancels in $A-B$. At 8 bohr $A=0.0330$ and $B=0.0293$ mEh, each nearly as large as the gap of 0.0344 mEh (with the s, p and d functions of aug-cc-pVQZ, $A$ and $B$ each rise by 0.001 mEh and the gap becomes 0.0345 mEh). Combining the FCI singlet with the Hartree-Fock triplet would give $\Delta_{FCI}+B=0.0637$ mEh, almost twice the correct value. At this distance, including the full correlation in one state alone is worse than leaving it out of both.

## What the numbers leave out

At 5 bohr, the smaller aug-cc-pVDZ basis gives an FCI gap of 4.92 mEh, 2.4% below the value used here. This shows the sensitivity to the basis but does not bound the remaining error. The Yamaguchi gap changes by 0.6%, so part of the apparent error of the formula depends on the basis in which it is judged. The larger aug-cc-pVQZ basis gives 5.07 mEh for FCI and 4.33 mEh for Yamaguchi's formula, an error of 14.6% instead of 13.8%, with $A=1.00$ and $B=0.39$ mEh. The last digits quoted above therefore belong to aug-cc-pVTZ and are not converged.

The gap is also sensitive to distance. The FCI gap falls by a factor of 5.01 from 5 to 6 bohr. If the decay is exponential over that interval, lengthening the pair by 0.1 bohr lowers the gap by about 15%, as much as the error of the formula.

Magnetic terms are small here. The hyperfine splitting of a free hydrogen atom is $2.2\times10^{-4}$ mEh, and the dipolar splitting of the triplet at 5 bohr, for point spins, is $6.4\times10^{-4}$ mEh. Both are below 0.02% of the gap. They would matter for pairs far enough apart that the exponentially small gap becomes comparable to them.

Temperature turns the gap error into a population error. At 300 K, $kT=0.950$ mEh. For a pair held at 5 bohr in thermal equilibrium, the triplet fraction is $3e^{-\Delta/kT}/(1+3e^{-\Delta/kT})$. The FCI gap gives 1.5% and Yamaguchi's gap 3.0%.

Hydrogen is the test case here, not a model of larger radicals. In a disordered solid, radical pairs also occur at a spread of distances and orientations, so one fixed geometry does not describe them: for the hydrogen pair, a change of one bohr, 0.05 nm, already moves the gap fivefold. The 14% error found here should not be carried over to another pair as a correction factor, since $A$, $B$ and $C$ depend on the molecule, the distance and the basis.

## Calculated quantities

```
H2, basis aug-cc-pvtz, 46 functions; main distance 5.0 bohr
orbital overlap |<a|b>|            0.12158
<S2> of BS state                   0.98522
triplet weight c                   0.49261
E_BS                               -1.0001307 Eh
E_T (Hartree-Fock)                 -0.9979264 Eh
E_PS (singlet part of BS)          -1.0023940 Eh
E_T' (triplet part of BS)          -0.9977995 Eh
E_S (FCI)                          -1.0033271 Eh
E_T (FCI)                          -0.9982884 Eh
J (Yamaguchi)                      -2.1722 mEh
gap, Yamaguchi                     4.3445 mEh = 118.22 meV
gap, FCI                           5.0387 mEh = 137.11 meV
gap_FCI - gap_Yamaguchi            0.6942 mEh
Gaps in mEh: raw = E_T-E_BS, twice = 2(E_T-E_BS)
R/bohr   <S2>_BS       raw      twice  Yamaguchi        FCI  Yam/FCI
  1.4   -0.00000   355.2627   710.5254   355.2627   389.2407   0.9127
  3.0    0.67318    47.1822    94.3645    71.1210    84.8078   0.8386
  4.0    0.93081    10.4306    20.8611    19.5112    22.8128   0.8553
  5.0    0.98522     2.2043     4.4087     4.3445     5.0387   0.8622
  6.0    0.99689     0.4406     0.8812     0.8784     1.0058   0.8734
  8.0    0.99987     0.0151     0.0302     0.0302     0.0344   0.8783
Error terms in mEh: A = E_PS-E_S,FCI; B = E_T-E_T,FCI; C = c/(1-c)(E_T'-E_T)
R/bohr         A          B          C      A-B+C
  1.4    39.6057     5.6277    -0.0000    33.9780
  3.0    13.4033     1.8613     2.1448    13.6868
  4.0     3.4825     0.8393     0.6584     3.3015
  5.0     0.9331     0.3621     0.1232     0.6942
  6.0     0.2590     0.1521     0.0204     0.1273
  8.0     0.0330     0.0293     0.0005     0.0042
Coulson-Fischer distance           2.299 bohr
<S2>_BS 0.2 bohr below / above it  -0.00000 / 0.27610
STO-3G, 4 bohr: Yamaguchi, FCI     16.4296, 16.4468 mEh
C6 from atomic excitations         6.506 Eh bohr^6
A and B over C6/R^6 at 12 bohr     1.083, 1.082
aug-cc-pVDZ, 5 bohr: Yamaguchi, FCI 4.3684, 4.9171 mEh
FCI gap at 5 bohr over that at 6   5.010
hyperfine splitting of free H atom 2.16e-04 mEh
dipolar triplet splitting, 5 bohr  6.40e-04 mEh
thermal energy kT at 300 K         0.9500 mEh
```
